# Counting crystallographic point groups as subgroups of Oh and D6h: verification in Python

```python
# Result under test: the finite subgroups of O(3) that preserve a lattice form
# 32 classes under O(3) conjugacy, all found inside Oh or D6h. Of these 11
# contain the inversion, 11 contain rotations only, and 10 fix a nonzero vector.
# A group is a dictionary {rounded matrix key: 3x3 matrix}. Oh is the group of
# signed permutation matrices; D6h has its sixfold axis along z.
# An operation type is the pair (determinant, trace).
from collections import Counter
from fractions import Fraction
from itertools import combinations_with_replacement, permutations, product
import numpy as np

rng = np.random.default_rng(7)
ONE = np.eye(3)


def key(matrix):
    return np.rint(1000 * np.asarray(matrix)).astype(np.int64).tobytes()


def generate(generators, cap=48):
    """Close a set of matrices under products; None if larger than cap."""
    start = np.eye(generators[0].shape[0])
    found, frontier = {key(start): start}, [start]
    while frontier:
        x = frontier.pop()
        for g in generators:
            y = x @ g
            k = key(y)
            if k not in found:
                found[k] = y
                frontier.append(y)
                if len(found) > cap:
                    return None
    return found


def op_type(m):
    return int(round(np.linalg.det(m))), int(round(np.trace(m)))


def signature(group):
    return tuple(sorted(Counter(op_type(m) for m in group.values()).items()))


def pair_matrix(a, b):
    m = np.zeros((6, 6))
    m[:3, :3], m[3:, 3:] = a, b
    return m


def conjugator(source, target):
    """Find Q with Q source Q^-1 = target by averaging over an isomorphism."""
    gens, size = [], 0
    while size < len(source):
        best = max(source.values(), key=lambda a: len(generate(gens + [a])))
        gens.append(best)
        size = len(generate(gens))
    choices = [[b for b in target.values() if op_type(b) == op_type(g)]
               for g in gens]
    for images in product(*choices):
        pairs = generate([pair_matrix(a, b) for a, b in zip(gens, images)],
                         cap=len(source))
        if pairs is None or len(pairs) != len(source):
            continue
        x = rng.normal(size=(3, 3))
        q = sum(p[3:, 3:] @ x @ np.linalg.inv(p[:3, :3])
                for p in pairs.values()) / len(pairs)
        if abs(np.linalg.det(q)) < 1e-9:
            continue
        qi = np.linalg.inv(q)
        if {key(q @ a @ qi) for a in source.values()} == set(target):
            return q
    return None


# Reference groups generated from the definitions of the Schoenflies symbols.
def rot_z(n):
    c, s = np.cos(2 * np.pi / n), np.sin(2 * np.pi / n)
    return np.array([[c, -s, 0], [s, c, 0], [0, 0, 1.0]])


inversion = -ONE
mirror_h = np.diag([1.0, 1.0, -1.0])
mirror_v = np.diag([1.0, -1.0, 1.0])
two_x = np.diag([1.0, -1.0, -1.0])
three_111 = np.array([[0, 0, 1.0], [1, 0, 0], [0, 1, 0]])
s4, s6 = mirror_h @ rot_z(4), mirror_h @ rot_z(6)
definitions = {"C1": [ONE], "Ci": [inversion], "Cs": [mirror_h]}
for n in (2, 3, 4, 6):
    cn = rot_z(n)
    definitions.update({f"C{n}": [cn], f"C{n}h": [cn, mirror_h],
                        f"C{n}v": [cn, mirror_v], f"D{n}": [cn, two_x],
                        f"D{n}h": [cn, two_x, mirror_h]})
definitions.update({
    "S4": [s4], "S6": [s6], "D2d": [s4, two_x], "D3d": [s6, two_x],
    "T": [rot_z(2), three_111], "Th": [rot_z(2), three_111, inversion],
    "O": [rot_z(4), three_111], "Td": [s4, three_111],
    "Oh": [rot_z(4), three_111, inversion]})
reference = {name: generate(gens) for name, gens in definitions.items()}
name_of = {signature(group): name for name, group in reference.items()}
assert len(name_of) == len(reference)  # invariants separate all named groups


def enumerate_subgroups(parent):
    """All subgroups as index sets, and their conjugacy classes in parent."""
    elements = list(parent.values())
    index = {k: i for i, k in enumerate(parent)}
    table = [[index[key(a @ b)] for b in elements] for a in elements]
    unit = index[key(ONE)]
    inverse = [row.index(unit) for row in table]

    def closure(gens):
        members, frontier = {unit}, [unit]
        while frontier:
            x = frontier.pop()
            for g in gens:
                y = table[x][g]
                if y not in members:
                    members.add(y)
                    frontier.append(y)
        return frozenset(members)

    trivial = frozenset([unit])
    found, queue = {trivial: []}, [trivial]
    for subgroup in queue:  # the queue grows while it is read
        for g in range(len(elements)):
            if g not in subgroup:
                gens = found[subgroup] + [g]
                larger = closure(gens)
                if larger not in found:
                    found[larger] = gens
                    queue.append(larger)
    classes, seen = [], set()
    for subgroup in queue:
        if subgroup not in seen:
            orbit = {frozenset(table[table[g][s]][inverse[g]]
                               for s in subgroup)
                     for g in range(len(elements))}
            seen |= orbit
            classes.append((subgroup, len(orbit)))
    # Independent construction from rotation groups and index-two pairs.
    minus = [index[key(-m)] for m in elements]
    rotations = {i for i, m in enumerate(elements) if np.linalg.det(m) > 0}
    proper = [s for s in found if s <= rotations]
    with_inversion = {s | {minus[i] for i in s} for s in proper}
    mixed = {h | {minus[i] for i in k - h} for k in proper for h in proper
             if h < k and 2 * len(h) == len(k)}
    assert set(proper) | with_inversion | mixed == set(found)
    assert len(proper) + len(with_inversion) + len(mixed) == len(found)
    return elements, found, classes, (len(proper), len(mixed))


signed_permutations = {}
for order in permutations(range(3)):
    for signs in product((1.0, -1.0), repeat=3):
        m = np.diag(signs)[:, list(order)]
        signed_permutations[key(m)] = m
parents = {"Oh": signed_permutations,
           "D6h": generate([rot_z(6), two_x, inversion])}
hex_basis = np.array([[1, -0.5, 0], [0, np.sqrt(3) / 2, 0], [0, 0, 1.0]])
for m in parents["D6h"].values():
    w = np.linalg.inv(hex_basis) @ m @ hex_basis
    assert np.allclose(w, np.rint(w), atol=1e-10)

representative = {}
tally = {p: {} for p in parents}
summary = {}
for parent_name, parent in parents.items():
    elements, found, classes, types = enumerate_subgroups(parent)
    for subgroup, orbit_size in classes:
        group = {key(elements[i]): elements[i] for i in subgroup}
        name = name_of[signature(group)]
        q = conjugator(group, reference[name])
        assert q is not None
        u, _, vt = np.linalg.svd(q)
        q = u @ vt  # orthogonal polar factor
        assert {key(q @ a @ q.T) for a in group.values()} == set(
            reference[name])
        old = tally[parent_name].get(name, (0, 0))
        tally[parent_name][name] = (old[0] + orbit_size, old[1] + 1)
        representative.setdefault(name, group)
    summary[parent_name] = (len(found), len(classes),
                            len(tally[parent_name]), types)
assert set(representative) == set(reference) and len(representative) == 32


# Properties, each computed from its definition and tested where possible.
def fixed_dimension(group):
    equations = np.vstack([m - ONE for m in group.values()])
    return 3 - int(np.linalg.matrix_rank(equations, tol=1e-8))


properties = {}
for name, group in representative.items():
    centro = key(inversion) in group
    enantio = all(np.linalg.det(m) > 0 for m in group.values())
    dimension = fixed_dimension(group)
    trace_mean = sum(np.trace(m) for m in group.values()) / len(group)
    assert abs(dimension - trace_mean) < 1e-10
    vectors = rng.normal(size=(3, 3))
    triple = np.mean([np.linalg.det(m @ vectors) for m in group.values()])
    assert (abs(triple) > 1e-10) == enantio
    assert not (centro and dimension)
    properties[name] = (centro, enantio, dimension)
centro_set = {n for n, p in properties.items() if p[0]}
enantio_set = {n for n, p in properties.items() if p[1]}
polar_set = {n for n, p in properties.items() if p[2] > 0}
mixed_set = set(properties) - centro_set - enantio_set
assert (len(centro_set), len(enantio_set), len(polar_set)) == (11, 11, 10)

# Pole equation: integer solutions against pole orbits of actual groups.
solutions = set()
for r in (2, 3):
    for ns in combinations_with_replacement((2, 3, 4, 6), r):
        rest = 2 - r + sum(Fraction(1, n) for n in ns)
        if rest > 0:
            size = 2 / rest
            if size.denominator == 1 and all(size % n == 0 for n in ns):
                solutions.add((int(size), ns))
observed = set()
for name in enantio_set - {"C1"}:
    group = list(representative[name].values())
    poles = {}
    for m in group:
        if np.trace(m) < 3 - 1e-8:
            axis = np.linalg.svd(m - ONE)[2][-1]
            for pole in (axis, -axis):
                poles[key(pole)] = pole
    orders = []
    while poles:
        pole = next(iter(poles.values()))
        orders.append(sum(np.allclose(m @ pole, pole, atol=1e-8)
                          for m in group))
        for k in {key(m @ pole) for m in group}:
            del poles[k]
    observed.add((len(group), tuple(sorted(orders))))
assert observed == solutions and len(solutions) + 1 == len(enantio_set)

# Lattice symmetries found from integer matrices, without Oh or D6h.
integer = np.array(list(product((-1, 0, 1), repeat=9))).reshape(-1, 3, 3)
integer = integer[np.abs(np.rint(np.linalg.det(integer))) == 1]
element_order = np.zeros(len(integer), dtype=int)
power = integer.copy()
for n in range(1, 13):
    hit = np.all(power == np.eye(3, dtype=int), axis=(1, 2))
    element_order[hit & (element_order == 0)] = n
    power = power @ integer
orders_found = sorted(int(n) for n in set(element_order) if n > 0)
assert orders_found == [1, 2, 3, 4, 6]
finite = integer[element_order > 0].astype(float)
action = np.einsum("wki,wlj->wijkl", finite, finite).reshape(-1, 9)
lattice_count, symmetry_sets = 0, set()
for a, b, c in combinations_with_replacement((6, 7, 8), 3):
    for d, e, f in product(range(-3, 4), repeat=3):
        if min(a + b + 2 * (s * t * d + s * e + t * f)
               for s in (1, -1) for t in (1, -1)) < 0:
            continue  # not a reduced basis
        metric = np.array([a, d, e, d, b, f, e, f, c], dtype=float)
        same = np.all((action @ metric).reshape(-1, 9) == metric, axis=1)
        symmetry_sets.add(tuple(np.flatnonzero(same)))
        lattice_count += 1
holohedries = set()
for members in symmetry_sets:
    group = {key(finite[i]): finite[i] for i in members}
    closed = generate(list(group.values()))
    assert closed is not None and set(closed) == set(group)
    name = name_of[signature(group)]
    assert conjugator(group, reference[name]) is not None
    holohedries.add(name)
assert len(holohedries) == 7

# Output: all quantities are dimensionless counts or matrix elements.
for p, (subs, classes, merged, types) in summary.items():
    print(f"{p}: {subs} subgroups, {classes} classes in {p}, "
          f"{merged} classes in O(3)")
    print(f"  rotation subgroups {types[0]}, with inversion {types[0]}, "
          f"mixed {types[1]}")
common = set(tally["Oh"]) & set(tally["D6h"])
print("O(3) classes common to both parents:", len(common))
print("O(3) classes in the union:", len(representative))
print("Columns: order; subgroups/classes in Oh; same in D6h;")
print("  centrosymmetric, enantiomorphic (1 = yes); fixed dimension")
for name in reference:
    ho, hd = tally["Oh"].get(name, (0, 0)), tally["D6h"].get(name, (0, 0))
    ce, en, dim = properties[name]
    print(f"{name:4s}{len(reference[name]):3d}  {ho[0]:2d}/{ho[1]}  "
          f"{hd[0]:2d}/{hd[1]}  {int(ce)} {int(en)} {dim}")
print("Centrosymmetric classes:", len(centro_set))
print("Enantiomorphic classes:", len(enantio_set))
print("Polar classes:", len(polar_set))
print("Neither centrosymmetric nor enantiomorphic:", len(mixed_set))
print("Polar and enantiomorphic:", len(polar_set & enantio_set))
print("Polar with improper elements:", len(polar_set & mixed_set))
pole_text = [f"{n}:{','.join(map(str, ns))}" for n, ns in sorted(solutions)]
print("Pole solutions N:n_j", "; ".join(pole_text[:5]))
print("  continued", "; ".join(pole_text[5:]))
print("Finite orders of integer matrices:", orders_found)
print("Reduced lattices tested:", lattice_count)
print("Lattice symmetry classes:", " ".join(sorted(holohedries)))

# Three groups built from D3 and C3 with the threefold axis along [111].
swap = np.array([[0, 1.0, 0], [1, 0, 0], [0, 0, 1]])
examples = [generate([three_111, -swap]),
            generate([three_111, -swap, inversion]),
            generate([three_111, swap])]
assert [name_of[signature(g)] for g in examples] == ["D3", "D3d", "C3v"]
for group in examples:
    projector = sum(group.values()) / len(group)
    assert np.allclose(projector @ projector, projector)
    trace_sum = sum(np.trace(m) for m in group.values())
    assert np.allclose(projector, projector[0, 0] * np.ones((3, 3)))
    print(f"{name_of[signature(group)]} [111]: order {len(group)}, "
          f"trace sum {trace_sum:.0f}, fixed dim {fixed_dimension(group)}, "
          f"P element {abs(projector[0, 0]):.4f}")
print("checks complete")
```

Printed output:

```
Oh: 98 subgroups, 33 classes in Oh, 25 classes in O(3)
  rotation subgroups 30, with inversion 30, mixed 38
D6h: 54 subgroups, 32 classes in D6h, 20 classes in O(3)
  rotation subgroups 16, with inversion 16, mixed 22
O(3) classes common to both parents: 13
O(3) classes in the union: 32
Columns: order; subgroups/classes in Oh; same in D6h;
  centrosymmetric, enantiomorphic (1 = yes); fixed dimension
C1    1   1/1   1/1  0 1 3
Ci    2   1/1   1/1  1 0 0
Cs    2   9/2   7/3  0 0 2
C2    2   9/2   7/3  0 1 1
C2h   4   9/2   7/3  1 0 0
C2v   4  12/3   9/3  0 0 1
D2    4   4/2   3/1  0 1 0
D2h   8   4/2   3/1  1 0 0
C3    3   4/1   1/1  0 1 1
C3h   6   0/0   1/1  0 0 0
C3v   6   4/1   2/2  0 0 1
D3    6   4/1   2/2  0 1 0
D3h  12   0/0   2/2  0 0 0
C4    4   3/1   0/0  0 1 1
C4h   8   3/1   0/0  1 0 0
C4v   8   3/1   0/0  0 0 1
D4    8   3/1   0/0  0 1 0
D4h  16   3/1   0/0  1 0 0
C6    6   0/0   1/1  0 1 1
C6h  12   0/0   1/1  1 0 0
C6v  12   0/0   1/1  0 0 1
D6   12   0/0   1/1  0 1 0
D6h  24   0/0   1/1  1 0 0
S4    4   3/1   0/0  0 0 0
S6    6   4/1   1/1  1 0 0
D2d   8   6/2   0/0  0 0 0
D3d  12   4/1   2/2  1 0 0
T    12   1/1   0/0  0 1 0
Th   24   1/1   0/0  1 0 0
O    24   1/1   0/0  0 1 0
Td   24   1/1   0/0  0 0 0
Oh   48   1/1   0/0  1 0 0
Centrosymmetric classes: 11
Enantiomorphic classes: 11
Polar classes: 10
Neither centrosymmetric nor enantiomorphic: 10
Polar and enantiomorphic: 5
Polar with improper elements: 5
Pole solutions N:n_j 2:2,2; 3:3,3; 4:2,2,2; 4:4,4; 6:2,2,3
  continued 6:6,6; 8:2,2,4; 12:2,2,6; 12:2,3,3; 24:2,3,4
Finite orders of integer matrices: [1, 2, 3, 4, 6]
Reduced lattices tested: 3162
Lattice symmetry classes: C2h Ci D2h D3d D4h D6h Oh
D3 [111]: order 6, trace sum 0, fixed dim 0, P element 0.0000
D3d [111]: order 12, trace sum 0, fixed dim 0, P element 0.0000
C3v [111]: order 6, trace sum 6, fixed dim 1, P element 0.3333
checks complete
```
